**Impurity depletion in a well-mixed precursor bubbler**

The program tests \(s=f^\alpha\), where \(f\) and \(s\) are the fractions of the initial moles of precursor and impurity that remain in the liquid, and \(\alpha\) is their constant relative volatility. It integrates the carrier-gas balances in time and asserts agreement with the power law for \(\alpha=20\) and \(\alpha=0.2\), for a pulsating flow with equal incomplete saturation, and for a concentrated ideal mixture. It also asserts the changed exponent for unequal pickup and the failure of the dilute-limit law in a concentrated non-ideal liquid. Quadrature of the vapour ratio confirms the mean impurity delivered during and after a purge. In the titanium tetrachloride example, a hundredfold reduction of the liquid impurity ratio consumes 107.6 g of a 500 g charge. A separate diffusion calculation recovers the law under fast mixing. Without stirring it gives \(s=0.79\) at \(f=0.90\), compared with 0.12 for a well-mixed liquid. The material and transport inputs are rough assumed values.

## Check in Python

```python
"""Depletion of an impurity in a well-mixed precursor bubbler.

Result under test: s = f**alpha, where
  f     = precursor moles remaining / initial precursor moles
  s     = impurity moles remaining / initial impurity moles
  alpha = (y_i/x_i)/(y_p/x_p), the constant relative volatility
          (x liquid, y vapour mole fraction; i impurity, p precursor).
The law is compared with carrier-gas balances integrated in time, and with
diffusion in a liquid whose surface recedes. Material values are rough.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

R = const.R
TORR = const.torr
SCCM = const.atm * 1e-6 / (R * 273.15)       # mol/min in one sccm

# Rough inputs: TiCl4 precursor with SiCl4 impurity
temperature = 293.0                          # K
p_precursor = 10.0                           # Torr
p_impurity = 200.0                           # Torr
total_pressure = 300.0                       # Torr
carrier_sccm = 100.0
charge_g = 500.0
molar_mass = 189.7                           # g/mol
density = 1.73                               # g/cm3
ratio0 = 1e-3                                # initial n_i/n_p
area_cm2 = 40.0
vessel_cm3 = 600.0
charge_mol = charge_g / molar_mass
liquid_cm3 = charge_g / density
depth = liquid_cm3 / area_cm2 * 1e-2         # m
alpha = p_impurity / p_precursor


def run_bubbler(f_end, p_imp=p_impurity, r0=ratio0, pick_p=1.0,
                pick_i=1.0, ripple=0.0, margules=0.0):
    """Integrate both balances to f_end; return minutes, s, vapour ratio."""
    def rates(t, logs):
        n_p = np.exp(logs[0])
        n_i = r0 * np.exp(logs[1])
        x_i = n_i / (n_p + n_i)
        part_p = pick_p * (1 - x_i) * p_precursor * np.exp(margules * x_i**2)
        part_i = pick_i * x_i * p_imp * np.exp(margules * (1 - x_i)**2)
        flow = carrier_sccm * SCCM * (1 + ripple * np.sin(2*np.pi*t/300))
        per_torr = flow / (total_pressure - part_p - part_i) / charge_mol
        return [-per_torr * part_p / n_p, -per_torr * part_i / n_i]

    def reached(t, logs):
        return logs[0] - np.log(f_end)
    reached.terminal = True
    sol = solve_ivp(rates, (0, 1e5), [0.0, 0.0], method="DOP853",
                    events=reached, rtol=1e-10, atol=1e-12, max_step=100)
    assert sol.status == 1
    t_end, logs = sol.t_events[0][0], sol.y_events[0][0]
    slope = rates(t_end, logs)
    vapour = slope[1] * r0 * np.exp(logs[1]) / (slope[0] * np.exp(logs[0]))
    return t_end, np.exp(logs[1]), vapour


def diffusion_left(f_end, peclet, cells=200):
    """Impurity fraction left when it must diffuse to a receding surface.

    peclet = (surface speed)(initial depth)/(diffusivity).
    Lengths are in initial depths; the variable is consumed fraction 1-f.
    """
    faces = np.arange(1, cells) / cells

    def rhs(used, content):
        dz = (1 - used) / cells
        conc = content / dz
        inner = (faces * (conc[:-1] + conc[1:]) / 2
                 - (conc[1:] - conc[:-1]) / (peclet * dz))
        transfer = 2 / (peclet * dz)
        surface = transfer * conc[-1] / (alpha - 1 + transfer)
        flux = np.concatenate(([0.0], inner, [alpha * surface]))
        return flux[:-1] - flux[1:]

    sol = solve_ivp(rhs, (0, 1 - f_end), np.full(cells, 1 / cells),
                    method="LSODA", lband=1, uband=1, rtol=1e-7, atol=1e-11)
    assert sol.success
    return sol.y[:, -1].sum()


# Power law against time integration, including a heavy impurity
table = []
for f in (0.95, 0.90, 0.80, 0.50):
    minutes, s, vapour = run_bubbler(f)
    assert np.isclose(s, f**alpha, rtol=1e-6)
    assert np.isclose(vapour, alpha * ratio0 * f**(alpha - 1), rtol=1e-6)
    table.append((f, s, ratio0 * s / f, vapour, minutes / 60))
alpha_heavy = 0.2
f_heavy = 0.1
s_heavy = run_bubbler(f_heavy, p_imp=alpha_heavy * p_precursor)[1]
assert np.isclose(s_heavy, f_heavy**alpha_heavy, rtol=1e-6)

# Constant alpha suffices even when the impurity is not dilute
s_rich_ideal = run_bubbler(0.9, r0=0.25)[1]
assert np.isclose(s_rich_ideal, 0.9**alpha, rtol=1e-6)

# Flow history and common pickup cancel; unequal pickup does not
t_ripple, s_ripple, _ = run_bubbler(0.9, ripple=0.5, pick_p=0.6, pick_i=0.6)
assert np.isclose(s_ripple, 0.9**alpha, rtol=1e-6)
assert t_ripple > 1.3 * table[1][4] * 60
s_unequal = run_bubbler(0.9, pick_i=0.9)[1]
assert np.isclose(s_unequal, 0.9**(0.9 * alpha), rtol=1e-6)

# Dilution makes alpha constant in a non-ideal liquid
margules = 0.5
alpha_dilute = alpha * np.exp(margules)
error_dilute = run_bubbler(0.9, margules=margules)[1] / 0.9**alpha_dilute - 1
error_rich = (run_bubbler(0.9, r0=0.25, margules=margules)[1]
              / 0.9**alpha_dilute - 1)
assert abs(error_dilute) < 0.003 and abs(error_rich) > 0.1

# Purge by a factor of one hundred, and delivered averages
purge_factor = 100.0
f_purge = purge_factor**(-1 / (alpha - 1))
t_purge, s_purge, _ = run_bubbler(f_purge)
assert np.isclose(s_purge / f_purge, 1 / purge_factor, rtol=1e-6)
mean_purge = ratio0 * (1 - f_purge**alpha) / (1 - f_purge)
mean_quad = quad(lambda f: alpha*ratio0*f**(alpha-1), f_purge, 1)[0]
assert np.isclose(mean_purge, mean_quad / (1 - f_purge), rtol=1e-9)
mean_after = ratio0 * s_purge / f_purge       # all the rest is evaporated
rest_quad = quad(lambda f: alpha*ratio0*f**(alpha-1), 0, f_purge)[0]
assert np.isclose(mean_after, rest_quad / f_purge, rtol=1e-6)

# Consumption rate and its independent time check
flow_mol_min = (carrier_sccm * SCCM * p_precursor
                / (total_pressure - p_precursor))
life_min = charge_mol / flow_mol_min
assert np.isclose(table[1][4] * 60, 0.1 * life_min, rtol=0.005)

# Neglected effects, evaluated for this example
f_ref = 0.9
s_ref = f_ref**alpha
heat_p, heat_i = 40e3, 30e3                  # J/mol, rough
warm = temperature + 10
alpha_warm = alpha * np.exp(-(heat_i - heat_p) / R
                            * (1 / warm - 1 / temperature))
activity = 1.1                              # assumed dilute-limit value
cool_watt = flow_mol_min / 60 * heat_p
wall_w_k = 0.5                              # W/K, rough
cool_k = cool_watt / wall_w_k
head_m3 = (vessel_cm3 - f_ref * liquid_cm3) * 1e-6
hold_p = p_precursor*TORR*head_m3 / (R*temperature*f_ref*charge_mol)
hold_i = alpha * hold_p
alpha_head = alpha * (1 + hold_p) / (1 + hold_i)
total_left = (f_ref + ratio0 * s_ref) / (1 + ratio0)
total_error = total_left**alpha / s_ref - 1

# Bubble saturation: gas diffusion and liquid film in series
radius, rise = 2e-3, 0.2                    # m, m/s
diff_gas, diff_liquid = 1.5e-5, 1e-9        # m2/s
k_gas = np.pi**2 * diff_gas / (3 * radius)
k_liquid = 2 * np.sqrt(diff_liquid * rise / (np.pi * 2 * radius))
partition = (p_impurity*TORR/(R*temperature)) / (density*1e6/molar_mass)
k_total = 1 / (1 / k_gas + partition / k_liquid)
efoldings = 3 * k_total / radius * f_ref * depth / rise

# Mixing: fast-mixing limit, weak stirring, and no stirring
speed = depth / (life_min * 60)
diff_stirred = 1e-5                         # m2/s, rough
peclet_still = speed * depth / diff_liquid
peclet_stirred = speed * depth / diff_stirred
assert np.isclose(diffusion_left(f_ref, 1e-5), s_ref, rtol=1e-3)
s_still = diffusion_left(f_ref, peclet_still)
s_fine = diffusion_left(f_ref, peclet_still, cells=400)
assert np.isclose(s_still, s_fine, rtol=0.01)
s_stirred = diffusion_left(f_ref, peclet_stirred)
assert s_still > 2 * s_ref
assert abs(s_stirred / s_ref - 1) < 0.05

print("INPUTS (rough material values)")
print(f"temperature {temperature:.0f} K; bubbler {total_pressure:.0f} Torr")
print(f"precursor {p_precursor:.0f}, impurity {p_impurity:.0f} Torr")
print(f"relative volatility alpha = {alpha:.1f}")
print(f"charge {charge_g:.0f} g = {charge_mol:.3f} mol")
print(f"molar mass {molar_mass:.1f} g/mol; density {density:.2f} g/cm3")
print(f"initial impurity/precursor {ratio0*1e6:.0f} ppm (mole ratio)")
print(f"carrier {carrier_sccm:.0f} sccm")
print(f"precursor flow {flow_mol_min/SCCM:.3f} sccm")
print(f"precursor flow {flow_mol_min:.3e} mol/min")
print(f"full-charge time at this flow {life_min/60:.1f} h")
print("DEPLETION: f, s, liquid ppm, vapour ppm, hours")
for f, s, liquid, vapour, hours in table:
    print(f"{f:.2f}  {s:.4e}  {liquid*1e6:.4g}  {vapour*1e6:.4g}  {hours:.1f}")
print(f"initial vapour ratio {alpha*ratio0*1e6:.0f} ppm")
print(f"heavy case alpha={alpha_heavy:.1f}, f={f_heavy:.1f}: s={s_heavy:.4f}")
print(f"heavy liquid-ratio enrichment {s_heavy/f_heavy:.3f} times")
print("PURGE")
print(f"liquid-ratio reduction {purge_factor:.0f} times at f={f_purge:.4f}")
print(f"precursor spent {charge_g*(1-f_purge):.1f} g in {t_purge/60:.1f} h")
print(f"impurity remaining {s_purge:.5f}")
print(f"mean vapour ratio during purge {mean_purge*1e6:.1f} ppm")
print(f"mean vapour ratio afterwards {mean_after*1e6:.2f} ppm")
print("LIMITS at f=0.90")
print(f"ideal well-mixed s={s_ref:.4f}")
print(f"pickup ratio 0.90: s={s_unequal:.4f}")
print(f"non-ideal test: Margules parameter {margules:.1f}")
print(f"law error: 1000 ppm {100*error_dilute:.3f} %")
print(f"law error: initial mole ratio 0.25 {100*error_rich:.1f} %")
print(f"heats: precursor {heat_p/1e3:.0f}, impurity {heat_i/1e3:.0f} kJ/mol")
print(f"at {warm:.0f} K: alpha={alpha_warm:.2f}, s={f_ref**alpha_warm:.4f}")
print(f"activity coefficient {activity:.1f}: s={f_ref**(alpha*activity):.4f}")
print(f"cooling {cool_watt:.3f} W; wall {wall_w_k:.1f} W/K; {cool_k:.2f} K")
print(f"vessel {vessel_cm3:.0f} cm3; impurity hold-up {hold_i:.3e}")
print(f"local exponent with headspace {alpha_head:.3f}")
print(f"error in s from total fraction {100*total_error:.2f} %")
print(f"bubble radius {radius*1e3:.0f} mm; rise {rise:.1f} m/s")
print(f"bubble saturation e-foldings {efoldings:.1f}")
print(f"liquid depth {depth*100:.2f} cm; area {area_cm2:.0f} cm2")
print(f"diffusivity: still {diff_liquid:.0e}, stirred {diff_stirred:.0e} m2/s")
print(f"Peclet: still {peclet_still:.2f}, stirred {peclet_stirred:.2e}")
print(f"s: still {s_fine:.4f}, stirred {s_stirred:.4f}")
print("all good")
```

It prints:

```
INPUTS (rough material values)
temperature 293 K; bubbler 300 Torr
precursor 10, impurity 200 Torr
relative volatility alpha = 20.0
charge 500 g = 2.636 mol
molar mass 189.7 g/mol; density 1.73 g/cm3
initial impurity/precursor 1000 ppm (mole ratio)
carrier 100 sccm
precursor flow 3.448 sccm
precursor flow 1.538e-04 mol/min
full-charge time at this flow 285.5 h
DEPLETION: f, s, liquid ppm, vapour ppm, hours
0.95  3.5849e-01  377.4  7547  14.3
0.90  1.2158e-01  135.1  2702  28.6
0.80  1.1529e-02  14.41  288.2  57.1
0.50  9.5367e-07  0.001907  0.03815  142.8
initial vapour ratio 20000 ppm
heavy case alpha=0.2, f=0.1: s=0.6310
heavy liquid-ratio enrichment 6.310 times
PURGE
liquid-ratio reduction 100 times at f=0.7848
precursor spent 107.6 g in 61.5 h
impurity remaining 0.00785
mean vapour ratio during purge 4609.5 ppm
mean vapour ratio afterwards 10.00 ppm
LIMITS at f=0.90
ideal well-mixed s=0.1216
pickup ratio 0.90: s=0.1501
non-ideal test: Margules parameter 0.5
law error: 1000 ppm 0.100 %
law error: initial mole ratio 0.25 26.2 %
heats: precursor 40, impurity 30 kJ/mol
at 303 K: alpha=17.47, s=0.1588
activity coefficient 1.1: s=0.0985
cooling 0.103 W; wall 0.5 W/K; 0.21 K
vessel 600 cm3; impurity hold-up 1.568e-03
local exponent with headspace 19.970
error in s from total fraction -1.71 %
bubble radius 2 mm; rise 0.2 m/s
bubble saturation e-foldings 10.8
liquid depth 7.23 cm; area 40 cm2
diffusivity: still 1e-09, stirred 1e-05 m2/s
Peclet: still 5.08, stirred 5.08e-04
s: still 0.7947, stirred 0.1224
all good
```
